# Molecular tilt from the angular dependence of K-edge π* and σ* resonances

A monolayer of molecules is adsorbed on a crystal surface. Linearly polarized X-rays excite the K shell of one of its atoms, and the absorption spectrum shows resonances where the 1s electron goes into an empty π\* or σ\* orbital. When the sample is turned from grazing to normal incidence, the resonances generally change in strength; for a ring lying flat, π\* shrinks and σ\* grows. Each resonance absorbs most strongly when the electric field points along its transition dipole, and the dipole is fixed to the molecular frame. How does the intensity depend on the angle of incidence, and what can be inferred from it about the tilt of the molecule?

## Setting and assumptions

The surface normal is $z$. The beam makes the grazing angle $\theta$ with the surface and lies in the $xz$ plane. The field has one component in this plane and one perpendicular to it, along the unit vectors

$$\mathbf e_\parallel=(\sin\theta,0,\cos\theta),\qquad \mathbf e_\perp=(0,1,0).$$

Thus $\theta$ is also the angle between $\mathbf e_\parallel$ and the surface normal: at grazing incidence $\mathbf e_\parallel$ stands nearly upright, and at normal incidence, $\theta=90^\circ$, it lies in the surface. With $P$ the fraction of the intensity polarized along $\mathbf e_\parallel$, the normalized field is

$$\mathbf E=\sqrt P\,\mathbf e_\parallel+e^{i\delta}\sqrt{1-P}\,\mathbf e_\perp,\qquad |\mathbf E|^2=1 .$$

The assumptions are as follows.

- **A1.** The dipole approximation holds, and the orbitals can be chosen real. By the golden rule a transition then has intensity proportional to $|\mathbf E\cdot\mathbf O|^2$, with the real vector $\mathbf O=\langle f|\mathbf r|1s\rangle$.
- **A2.** The field at the molecule is that of the incident beam. Reflection and refraction by the substrate are neglected. They are strongest at small $\theta$ but need not be absent at $20^\circ$: for an assumed substrate index $1-\eta+i\beta$ with $\eta=\beta$ between $0.005$ and $0.01$, the reflected wave lowers the apparent tilt in the example below by about $0.4^\circ$ to $0.7^\circ$.
- **A3.** Intensities are taken per molecule and per unit flux density of the beam (photons per unit time and per unit area normal to the beam). A yield counted per photon crossing the layer carries an extra factor $1/\sin\theta$, since the footprint of the beam and the number of molecules in it grow at grazing incidence; this factor must be removed first. The resonance can be separated from its neighbours and from the background.
- **A4.** All molecules have the same tilt. Their azimuths form sets of $n\ge3$ domains, related by rotations through $2\pi/n$ about $z$ and equally populated.

Assumption A4 is stronger than a statement about the substrate. A surface of threefold or higher symmetry makes the rotated domains equal in energy, but steps or the history of preparation may still populate them unequally. Conversely, random azimuths satisfy the averages used below on any substrate.

## Lemma 1: directions of the dipoles

*(a) In a planar molecule, a π\* orbital odd under reflection in the molecular plane has $\mathbf O$ along the plane normal. (b) In a linear molecule, a σ\* orbital has $\mathbf O$ along the axis, and a degenerate π\* pair has two orthogonal dipoles of equal length perpendicular to the axis. (c) In a regular hexagonal ring, the σ\* intensity, summed over equivalent atoms and degenerate final orbitals, is that of two equal orthogonal dipoles in the ring plane.*

**Proof.** (a) The 1s orbital is even under the reflection and $f$ is odd. The in-plane coordinates are even, so their integrands are odd and vanish on integration. The normal coordinate is odd, and its matrix element may survive.

(b) Let the axis be $z'$. A rotation by $180^\circ$ about it leaves the 1s and σ\* orbitals unchanged and reverses $x'$ and $y'$, so the σ\* dipole has no transverse part. The pair $\pi_{x'},\pi_{y'}$ changes sign under the same rotation while $z'$ does not, so its dipoles have no axial part. Reflection $y'\to-y'$ leaves $\pi_{x'}$ unchanged, hence $\langle\pi_{x'}|y'|1s\rangle=0$, and likewise $\langle\pi_{y'}|x'|1s\rangle=0$. A $90^\circ$ rotation maps one remaining element onto the other, so they are equal in size.

(c) The σ\* and 1s orbitals are even under reflection in the ring plane, so the normal component vanishes. The summed intensity is unchanged when the ring turns by $60^\circ$. It may therefore be averaged over six such turns, and by Lemma 2 with $n=6$, applied about the ring normal, each in-plane dipole then contributes equally along both in-plane axes, with no cross term. $\square$

A resonance whose dipole has a single direction, as in (a) and for σ\* in (b), will be called a vector type. One with two equal orthogonal dipoles, as for π\* in (b) and in (c), will be called a plane type. In a general molecule no symmetry forces the dipole of a σ\* resonance along its bond; taking it so is an approximation.

## Lemma 2: azimuthal averages

*For $\varphi_k=\varphi_0+2\pi k/n$, $k=0,\dots,n-1$, with $n\ge3$,*

$$\langle\cos\varphi\rangle=\langle\sin\varphi\rangle=\langle\sin\varphi\cos\varphi\rangle=0,\qquad \langle\cos^2\varphi\rangle=\langle\sin^2\varphi\rangle=\tfrac12 .$$

**Proof.** Let $q=e^{2\pi i m/n}$ with $m=1$ or $2$. For $n\ge3$ the number $m/n$ is not an integer, so $q\ne1$, while $q^n=1$. The geometric sum gives

$$\sum_{k=0}^{n-1}e^{im\varphi_k}=e^{im\varphi_0}\,\frac{q^n-1}{q-1}=0 .$$

The case $m=1$ gives the first two averages. The case $m=2$ gives $\langle\cos2\varphi\rangle=\langle\sin2\varphi\rangle=0$, and the rest follows from $\cos^2\varphi=\frac12(1+\cos2\varphi)$, $\sin^2\varphi=\frac12(1-\cos2\varphi)$ and $\sin\varphi\cos\varphi=\frac12\sin2\varphi$. $\square$

For $n=2$ and $m=2$ one has $q=1$, and the argument fails. This is where threefold symmetry enters.

## Theorem: the angular dependence

*Let A1–A4 hold, let each dipole have unit length, and put $c=P\cos^2\theta$. A vector-type resonance with dipole at angle $\alpha$ from the surface normal has intensity*

$$I_v(\alpha)=\tfrac12\sin^2\alpha+\tfrac12c\,(3\cos^2\alpha-1). \tag{1}$$

*A plane-type resonance whose plane normal is at angle $\gamma$ from the surface normal has intensity*

$$I_p(\gamma)=1-I_v(\gamma)=\tfrac12(1+\cos^2\gamma)-\tfrac12c\,(3\cos^2\gamma-1). \tag{2}$$

**Proof.** For $\mathbf O=(\sin\alpha\cos\varphi,\sin\alpha\sin\varphi,\cos\alpha)$,

$$\mathbf e_\parallel\cdot\mathbf O=\cos\theta\cos\alpha+\sin\theta\sin\alpha\cos\varphi,\qquad \mathbf e_\perp\cdot\mathbf O=\sin\alpha\sin\varphi .$$

Squaring and averaging with Lemma 2 removes the term linear in $\cos\varphi$:

$$\langle(\mathbf e_\parallel\cdot\mathbf O)^2\rangle=\cos^2\theta\cos^2\alpha+\tfrac12\sin^2\theta\sin^2\alpha,\qquad \langle(\mathbf e_\perp\cdot\mathbf O)^2\rangle=\tfrac12\sin^2\alpha .$$

The intensity also contains the interference term $2\sqrt{P(1-P)}\cos\delta\,\langle(\mathbf e_\parallel\cdot\mathbf O)(\mathbf e_\perp\cdot\mathbf O)\rangle$. Its average is

$$\cos\theta\cos\alpha\sin\alpha\langle\sin\varphi\rangle+\sin\theta\sin^2\alpha\langle\sin\varphi\cos\varphi\rangle=0 ,$$

so the phase $\delta$ drops out. Weighting the squares by $P$ and $1-P$ and using $P\sin^2\theta=P-c$,

$$I_v=c\cos^2\alpha+\tfrac12\sin^2\alpha\,[(P-c)+(1-P)]=c\cos^2\alpha+\tfrac12(1-c)\sin^2\alpha . \tag{3}$$

The coefficient of $c$ is $\cos^2\alpha-\frac12\sin^2\alpha=\frac12(3\cos^2\alpha-1)$, which gives (1).

For the plane type, let $\mathbf u_1,\mathbf u_2$ be the dipoles and $\mathbf n$ the unit plane normal. They form an orthonormal basis, so

$$|\mathbf E\cdot\mathbf u_1|^2+|\mathbf E\cdot\mathbf u_2|^2=|\mathbf E|^2-|\mathbf E\cdot\mathbf n|^2=1-|\mathbf E\cdot\mathbf n|^2 .$$

The average of the last term is $I_v(\gamma)$. With $1-\frac12\sin^2\gamma=\frac12(1+\cos^2\gamma)$ this is (2). $\square$

**Stöhr's form.** For $P=1$ let $X=3\cos^2\theta-1$ and $Y=3\cos^2\alpha-1$. Then $c=(X+1)/3$ and $\sin^2\alpha=(2-Y)/3$, so that

$$I_v=\frac{2-Y}{6}+\frac{(X+1)Y}{6}=\frac13\left[1+\tfrac12(3\cos^2\theta-1)(3\cos^2\alpha-1)\right],$$

and, subtracting from one and writing $\gamma$ for the angle of the normal,

$$I_p=\frac23\left[1-\tfrac14(3\cos^2\theta-1)(3\cos^2\gamma-1)\right].$$

**Two limits.** A dipole along the surface normal has $I_v=c$: it is seen at grazing incidence and vanishes at normal incidence. A dipole in the surface has $I_v=\frac12(1-c)$: it is strongest at normal incidence and weakest at grazing incidence, where for $P<1$ it does not vanish. A flat-lying ring therefore shows π\* at grazing incidence and σ\* most strongly at normal incidence.

## Corollary: the tilt from an intensity ratio

The absolute strength of a resonance is seldom known, but it cancels in $R=I(\theta_1)/I(\theta_2)$. Let $s=\sin^2\alpha$ or $\sin^2\gamma$, and let $c_1\ne c_2$ be the values of $c$ at the two angles.

*The tilt between $0$ and $90^\circ$ is determined uniquely by $R$, through*

$$s=\frac{2(c_1-Rc_2)}{R(1-3c_2)-(1-3c_1)}\quad\text{(vector)}, \tag{4}$$

$$s=\frac{2[(1-c_1)-R(1-c_2)]}{(1-3c_1)-R(1-3c_2)}\quad\text{(plane)}. \tag{5}$$

**Proof.** From (1), with $3\cos^2\alpha-1=2-3s$, twice the vector intensity is

$$N_i=s+c_i(2-3s)=2c_i+s(1-3c_i).$$

The condition $RN_2=N_1$ reads $2Rc_2+Rs(1-3c_2)=2c_1+s(1-3c_1)$. Collecting the terms in $s$ gives (4). For the plane type, twice the intensity is $M_i=2-N_i=2(1-c_i)-s(1-3c_i)$, and $RM_2=M_1$ gives (5) in the same way.

For uniqueness, differentiate $R=N_1/N_2$:

$$\frac{dR}{ds}=\frac{(1-3c_1)N_2-(1-3c_2)N_1}{N_2^2} .$$

The terms proportional to $s$ cancel in the numerator, which leaves $2c_2(1-3c_1)-2c_1(1-3c_2)=2(c_2-c_1)$. Hence

$$\frac{dR}{ds}=\frac{2(c_2-c_1)}{N_2^2}\quad\text{(vector)}. \tag{6}$$

For the plane type the numerator is $-2(1-c_2)(1-3c_1)+2(1-c_1)(1-3c_2)=4(c_1-c_2)$, divided by $M_2^2$. Both derivatives keep one sign, so each ratio is monotonic in $s$, and $s$ fixes the tilt between $0$ and $90^\circ$. For $0<s<1$ the denominators are positive, since $N_2=2c_2(1-s)+(1-c_2)s$ and $M_2=2(1-c_2)(1-s)+(1+c_2)s$. $\square$

**Error of the tilt.** Since $ds=\sin2\alpha\,d\alpha$, equation (6) gives to first order

$$\delta\alpha=\frac{N_2^2}{2|c_1-c_2|\sin2\alpha}\,\delta R\quad\text{(vector, in radians)}. \tag{7}$$

The factor $|c_1-c_2|$ favours widely separated angles. The factor $\sin2\alpha$ reflects that the intensities depend on $\sin^2\alpha$, which is stationary at $0$ and $90^\circ$. Near $90^\circ$, where $N_2\to1-c_2$, the first-order error therefore grows without bound. Near $0$, where $N_2\to2c_2$, it does so only if $c_2>0$. For $\theta_2=90^\circ$ one has $N_2=\sin^2\alpha$ and $N_1\to2c_1$, so that (7) tends to $\delta\alpha=\frac12\alpha\,\delta R/R$ at small tilt.

**Several angles.** With an unknown strength $A$, equation (1) is a straight line $I=a+b\cos^2\theta$, where $a=As/2$ and $b=AP(2-3s)/2$. Therefore $b/(aP)=(2-3s)/s=2/s-3$, and

$$s=\frac{2}{3+b/(aP)} . \tag{8}$$

Curvature in a plot against $\cos^2\theta$ signals that an assumption has failed. A straight line does not confirm the assumptions: the intensity for twofold domains given below is also linear in $\cos^2\theta$, and (8) then returns a wrong tilt.

**Which tilt is obtained.** Equations (4) and (5) give the direction of a dipole or of a plane normal. In a linear molecule both π\* and σ\* yield the tilt of the axis, and in a regular hexagonal ring both yield the tilt of the ring normal. This holds as long as the adsorbed molecule keeps the symmetry used in Lemma 1. The substrate lowers the symmetry of a tilted molecule: it can split a π\* pair, make its strengths unequal and turn the dipoles. For an axis tilted by $35^\circ$, with $P$ and the angles of the example below, a π\* dipole in the plane of tilt with $0.8$ of the squared length of its partner makes (5) return $32.7^\circ$. For a planar molecule with a single π\* dipole, let a bond in its plane have tilt $\tau$. The part of the unit vector $\hat z$ perpendicular to that bond has length $\sin\tau$. If the dipole makes the angle $\psi$ with this part, then $\cos\alpha=\sin\tau\cos\psi$. The π\* resonance alone then does not determine $\tau$; the twist $\psi$ is needed as well, or a σ\* resonance along the bond.

## Example: a tilted ring

Take a regular hexagonal ring with the round parameters $P=0.90$, $\theta_1=20^\circ$, $\theta_2=90^\circ$ and a π\* ratio $R=3.0\pm0.3$. Then $c_1=0.7947$ and $c_2=0$. The π\* dipole lies along the ring normal, so (4) applies:

$$s=\frac{2c_1}{R-1+3c_1}=\frac{1.5894}{2+2.3841}=0.3625,\qquad \alpha=37.0^\circ .$$

Here $N_2=s$, and (7) gives

$$\delta\alpha=\frac{0.3\times0.3625^2}{2\times0.7947\times\sin74.0^\circ}=0.026\ \text{rad}=1.5^\circ .$$

A ten per cent error in the ratio thus costs about one and a half degrees. Setting $P=1$ in the analysis would give about $38^\circ$, a shift of about one degree. It is systematic and does not shrink with better counting statistics.

From (3), the π\* intensities are

$$I(\theta_1)=0.7947\times0.6375+\tfrac12\times0.2053\times0.3625=0.544,\qquad I(\theta_2)=\tfrac12\times0.3625=0.181 .$$

By (2) the σ\* intensities of the same ring are $0.456$ and $0.819$, with ratio $0.557$. A measured σ\* ratio far from this value would show that an assumption has failed, for instance the geometry, the separation of the resonances or the normalization in A3. For the vector type at these two angles, the smallest possible ratio is $(1-c_1)/(1-c_2)=0.205$, reached when the dipole lies in the surface. A smaller measured value has no solution. If it falls short by more than its error, it points to a failed assumption; for dipoles nearly in the surface, scatter alone can carry the measured ratio below the limit.

## Remarks: what the angular dependence cannot tell

**Tilt-independent incidence.** At $c=\frac13$ equation (1) gives $I_v=\frac13$ and (2) gives $I_p=\frac23$, whatever the tilt. This happens at $\cos\theta=1/\sqrt{3P}$, provided $P\ge\frac13$: at $52.5^\circ$ for $P=0.90$ and at $54.7^\circ$ for $P=1$. Under A1–A4, spectra taken there compare amounts of the same species free of orientation effects, but contain no information on tilt. For twofold domains the tilt does not in general drop out at this angle.

**Random orientation.** When $\cos^2\alpha=\frac13$, the intensity does not depend on $\theta$, and $R=1$. Isotropic disorder also has $\langle\cos^2\alpha\rangle=\frac13$. A layer with every dipole at $54.7^\circ$ and a completely disordered layer therefore give the same angular dependence.

**Spread of tilts.** Equations (1) and (2) are linear in $s$, so a distribution of tilts enters through $\langle\sin^2\alpha\rangle$ alone. An equal mixture of $20^\circ$ and $50^\circ$ yields an apparent tilt of $36.4^\circ$, at which no molecule stands and which also differs from the mean angle of $35^\circ$. Within the error found above, such a mixture could not be distinguished from the uniform layer of the example.

**Twofold domains.** For $n=2$, Lemma 2 is replaced by $\langle\cos^2\varphi\rangle=\cos^2\varphi_0$, $\langle\sin^2\varphi\rangle=\sin^2\varphi_0$ and $\langle\sin\varphi\cos\varphi\rangle=\frac12\sin2\varphi_0$. The azimuth of the sample now matters, and so in general does the phase $\delta$. For $\varphi_0=0$ or $90^\circ$ the interference term vanishes and

$$I=c\cos^2\alpha+(P-c)\sin^2\alpha\cos^2\varphi_0+(1-P)\sin^2\alpha\sin^2\varphi_0 .$$

Let the true tilt be that of the example. If the dipoles tilt within the plane of incidence, $\varphi_0=0$, then

$$R=\frac{0.5066+0.1053\times0.3625}{0.90\times0.3625}=1.67,$$

and equation (4), wrongly applied, returns $46^\circ$. If they tilt perpendicular to it, $\varphi_0=90^\circ$, then

$$R=\frac{0.5066+0.10\times0.3625}{0.10\times0.3625}=15.0,$$

and the result is $18^\circ$. These errors of $9^\circ$ and $19^\circ$ far exceed the error of $1.5^\circ$ found in the example. Measuring at several sample azimuths can reveal them: under A4 the spectra do not change.

## A test with computed dipoles

The theorem takes the dipole directions from symmetry. They can also be computed, here for the linear molecule Li$_2$ with a chosen bond length of 2.7 Å. Its axis was tilted by $35^\circ$ in three domains $120^\circ$ apart. The dipoles from the two 1s orbitals to the lowest empty σ orbital and the lowest empty π pair were obtained from restricted Hartree–Fock orbitals in the 6-31G basis. The σ dipoles lay along the axis and the π dipoles perpendicular to it, within a tested fraction of $10^{-6}$ of the squared dipole.

Summing $|\mathbf E\cdot\mathbf O|^2$ over the domains, with $P$ and the two angles of incidence as in the example, gave $R=3.447$ for σ and $R=0.518$ for π. Equation (4) applied to the first and equation (5) to the second both return $35.0^\circ$. In this basis the squared dipole summed over the π pair exceeds that of the σ orbital by a factor of about five. That factor is not converged: it is 8.5 in STO-3G, 4.5 in cc-pVTZ and 1.9 in aug-cc-pVTZ. It has no influence on the tilt, because strengths cancel in each ratio.

This calculation tests the dipole directions and the geometry. It leaves out the substrate, electron correlation and the relaxation of the orbitals around the core hole, and it does not predict the spectrum of an adsorbed layer. The values behind this test and the ring example are listed in the numerical output.

## Computed results

```
polarized fraction P = 0.90
grazing angles theta1, theta2 = 20, 90 deg
c1 = 0.7947, c2 = 0.0000
input pi* ratio R = 3.0 +/- 0.3
sin^2(tilt) = 0.3625
ring tilt = 37.02 deg = 0.6461 rad
tilt error = 1.48 deg
tilt if P = 1 is assumed = 38.05 deg
pi* intensity at theta1, theta2 = 0.5438, 0.1813
sigma* intensity at theta1, theta2 = 0.4562, 0.8187
predicted sigma* ratio = 0.5572
line fit: a = 0.1813, b = 0.4106
tilt from line fit = 37.02 deg
smallest vector ratio (tilt 90 deg) = 0.2053
tilt-independent incidence, this P = 52.51 deg
apparent tilt of random molecules = 54.74 deg
mixture tilts = 20, 50 deg
apparent tilt of mixture = 36.39 deg
twofold, azimuth 0 deg: ratio = 1.670
twofold, azimuth 0 deg: false tilt = 46.17 deg
twofold, azimuth 90 deg: ratio = 14.974
twofold, azimuth 90 deg: false tilt = 18.16 deg
largest deviation of angular laws = 4.4e-16
Li2 bond length = 2.7 angstrom
Li2 axis tilt set = 35 deg
Li2 sigma squared dipole = 1.186e-03 bohr^2
Li2 pi squared dipole = 6.467e-03 bohr^2
Li2 sigma ratio = 3.4471
Li2 pi ratio = 0.5182
Li2 tilt from sigma = 35.000 deg
Li2 tilt from pi = 35.000 deg
```
